**Copper area and constant resistivity from two resistance readings**

For a line of length L with resistances R1 and R2 at temperatures T1 and T2, the program examines A = L(ρ2 − ρ1)/(R2 − R1) and ρ0 = (R1ρ2 − R2ρ1)/(R2 − R1). Here A is the conducting area, ρ1 and ρ2 are the bulk phonon resistivities at the two temperatures, and ρ0 is the temperature-independent part. The program asserts agreement with a numerical solution of the two linear equations, and compares the Bloch–Grüneisen slope with a finite difference and the resistivity with its high-temperature series. It also asserts the error-propagation rules, the averages for a non-uniform line, the expansion and liner formulas, and the limits in which wall and grain-boundary scattering become additive. For the example, the output gives A = 3184 nm² and ρ0 = 19.94 nΩ m. Simulated departures from additive scattering shift the inferred area by +2.2 % for one pair of diffuse walls and by −2.7 % if grain boundaries supply all the excess. The bulk copper data are rough inputs, and the effects of strain and size on the phonon resistivity are not calculated.

## Numerical verification

```python
# Result under test: for a metal line with R(T) = (L/A)*(rho_ph(T) + rho_0),
#   A     = L*(rho_ph(T2) - rho_ph(T1))/(R2 - R1)
#   rho_0 = (R1*rho_ph(T2) - R2*rho_ph(T1))/(R2 - R1)
# L: length, A: conducting area, R1, R2: resistances at T1, T2,
# rho_ph: bulk phonon resistivity (Bloch-Grueneisen), rho_0: constant part.
# SI units inside; the material values are rough typical ones for copper lines.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

L = 100e-6
T1, T2, TREF = 280.0, 320.0, 300.0
R1, R2 = 1120.0, 1200.0
THETA, RHO_REF = 320.0, 17e-9
TRENCH_W, TRENCH_H, LINER = 44e-9, 82e-9, 2e-9
NANO = 1e-9


def bg_shape(T, theta):
    u = theta / T
    integral = quad(lambda x: x**5 / (4*np.sinh(x/2)**2), 0, u,
                    epsabs=1e-13, epsrel=1e-11)[0]
    return integral / u**5


def rho_ph(T, theta=THETA):
    return RHO_REF * bg_shape(T, theta) / bg_shape(TREF, theta)


def infer(res1, res2, p1, p2, length=L):
    area = length * (p2 - p1) / (res2 - res1)
    constant_part = (res1*p2 - res2*p1) / (res2 - res1)
    return area, constant_part


# Main result, checked by solving the two linear equations numerically
p1, p2 = rho_ph(T1), rho_ph(T2)
area, rho0 = infer(R1, R2, p1, p2)
scale = 1e-9
sol = np.linalg.solve(np.array([[p1/scale, 1], [p2/scale, 1]]), [R1, R2])
assert abs(L*scale/sol[0]/area - 1) < 1e-9
assert abs(sol[1]/sol[0]*scale/rho0 - 1) < 1e-9
assert rho0 > 0 and area < TRENCH_W*TRENCH_H

# Phonon law: analytic slope against finite difference, and series
C = RHO_REF / bg_shape(TREF, THETA)
u = THETA / TREF
slope = (5*RHO_REF - C*u/(4*np.sinh(u/2)**2)) / TREF
slope_fd = (rho_ph(TREF + 0.5) - rho_ph(TREF - 0.5)) / 1.0
assert abs(slope/slope_fd - 1) < 1e-5
series = C/(4*u)*(1 - u**2/18 + u**4/480)
assert abs(series/RHO_REF - 1) < 3e-4  # first omitted term is about 1e-4
assert slope > RHO_REF/TREF
area_slope = L*slope/((R2 - R1)/(T2 - T1))
assert abs(area_slope/area - 1) < 2e-3  # curvature over the 40 K interval

# Error propagation at fixed mean resistance
eps = 1e-4
half = eps*(R2 - R1)/2
a_e, r_e = infer(R1 - half, R2 + half, p1, p2)
p_mean = (p1 + p2)/2
gain = 1 + p_mean/rho0
assert abs((a_e/area - 1)/(-eps) - 1) < 1e-3
assert abs((r_e/rho0 - 1)/(-eps*gain) - 1) < 1e-3
a_s, r_s = infer(R1, R2, 1.02*p1, 1.02*p2)
assert abs(a_s/area - 1.02) < 1e-9 and abs(r_s/rho0 - 1.02) < 1e-9

# Non-uniform line summed segment by segment
s = 0.2
phase = 2*np.pi*(np.arange(2000) + 0.5)/2000
local_area = area*(1 + s*np.sin(phase))
local_rho0 = rho0*area/local_area
seg = [np.sum((p + local_rho0)*(L/2000)/local_area) for p in (p1, p2)]
a_nu, r_nu = infer(seg[0], seg[1], p1, p2)
assert abs(a_nu/(area*np.sqrt(1 - s**2)) - 1) < 1e-8
assert abs(r_nu/(rho0/(1 - s**2)) - 1) < 1e-8


# Neglected effects: simulate a line of known area, then apply the method
def shift(resistance):
    a, r = infer(resistance(T1), resistance(T2), p1, p2)
    return 100*(a/area - 1), 100*(r/rho0 - 1)


def ideal(T):
    return L/area*(rho_ph(T) + rho0)


# Thermal expansion: free line, and line held along its length by silicon
ALPHA_CU, ALPHA_SI, POISSON = 17e-6, 2.6e-6, 0.34
alpha_side = ALPHA_CU + POISSON*(ALPHA_CU - ALPHA_SI)
free = shift(lambda T: ideal(T)/(1 + ALPHA_CU*(T - TREF)))
held = shift(lambda T: ideal(T)*(1 + ALPHA_SI*(T - TREF))
             / (1 + alpha_side*(T - TREF))**2)
b = (p2 - p1)/((T2 - T1)*(p_mean + rho0))
for result, g in ((free, -ALPHA_CU), (held, ALPHA_SI - 2*alpha_side)):
    assert abs(1 + result[0]/100 - b/(b + g)) < 1e-4

# Liner in parallel, with constant resistivity
RHO_LINER = 2000e-9
copper_nominal = (TRENCH_W - 2*LINER)*(TRENCH_H - LINER)
liner_area = TRENCH_W*TRENCH_H - copper_nominal
R_liner = RHO_LINER*L/liner_area
liner = shift(lambda T: 1/(1/ideal(T) + 1/R_liner))
assert abs(1 + liner[0]/100 - (1 + R1/R_liner)*(1 + R2/R_liner)) < 1e-8

# Self-heating, heat leaving only straight down through the oxide
CURRENT, OXIDE, K_OXIDE = 10e-6, 500e-9, 1.3


def heating(T):
    return CURRENT**2*ideal(T)/L*OXIDE/(K_OXIDE*TRENCH_W)


heat = shift(lambda T: ideal(T + heating(T)))

# Wall scattering: free-electron product of resistivity and mean free path
N_E = 8.5e28
rho_lambda = const.hbar*(3*np.pi**2*N_E)**(1/3)/(N_E*const.e**2)


def wall_ratio(kappa):
    f = quad(lambda m: m*(1 - m*m)*(1 - np.exp(-kappa/m)), 0, 1,
             epsabs=1e-12, epsrel=1e-10)[0]
    return 1 - 1.5*f/kappa


def film(rho_i, d):
    return rho_i/wall_ratio(d*rho_i/rho_lambda)


# direct average over depth and direction of the Boltzmann solution
direct = dblquad(lambda z, m: 1.5*(1 - m*m)*(1 - np.exp(-2*z/m)),
                 0, 1, 0, 1, epsabs=1e-8, epsrel=1e-8)[0]
assert abs(direct - wall_ratio(2.0)) < 1e-6
thick = 2e-6
for p in (p1, p2):
    excess = film(p, thick) - p
    assert abs(excess/(3*rho_lambda/(8*thick)) - 1) < 0.015  # next order

d_wall = TRENCH_W - 2*LINER
total = RHO_REF + rho0
back = brentq(lambda q: film(RHO_REF + q, d_wall) - total, 0, rho0,
              xtol=1e-17)
wall = shift(lambda T: L/area*film(rho_ph(T) + back, d_wall))


# Grain boundaries: relaxation rate raised by the factor 1 + a/|cos|
def grain(rho_i, strength):
    a = strength/rho_i
    return rho_i/quad(lambda m: 3*m**3/(m + a), 0, 1, epsrel=1e-11)[0]


weak = 1e-3*RHO_REF
for p in (p1, p2):
    assert abs((grain(p, weak) - p)/(1.5*weak) - 1) < 0.01
strength = brentq(lambda q: grain(RHO_REF, q) - total, 1e-12, 1e-7,
                  xtol=1e-17)
grains = shift(lambda T: L/area*grain(rho_ph(T), strength))

# Reading error, temperature error and choice of Debye temperature
a_r, r_r = infer(R1 - 0.1, R2 + 0.1, p1, p2)
a_t, r_t = infer(R1, R2, rho_ph(T1 - 0.25), rho_ph(T2 + 0.25))
a_d, r_d = infer(R1, R2, rho_ph(T1, 343.0), rho_ph(T2, 343.0))

R_zero = L*rho0/area
R_line_zero = R1 - (R2 - R1)/(T2 - T1)*T1
assert R_line_zero < R_zero
a_prop, r_prop = infer(R1, R2, RHO_REF*T1/TREF, RHO_REF*T2/TREF)


def show(label, value, unit, fmt=".2f"):
    print(f"{label}: {value:{fmt}} {unit}")


def show_pair(label, pair):
    print(f"{label}: area {pair[0]:+.3f} %, rho_0 {pair[1]:+.3f} %")


def rel(a, r):
    return 100*(a/area - 1), 100*(r/rho0 - 1)


show("Length", L*1e6, "um", ".0f")
print(f"Readings: {R1:.0f} ohm at {T1:.0f} K, {R2:.0f} ohm at {T2:.0f} K")
show("Resistance slope", (R2 - R1)/(T2 - T1), "ohm/K", ".3f")
show("Debye temperature", THETA, "K", ".0f")
show("Phonon resistivity at 300 K", RHO_REF/NANO, "nohm m", ".3f")
show("Bloch-Grueneisen constant C", C/NANO, "nohm m", ".3f")
show("Phonon resistivity at T1", p1/NANO, "nohm m", ".4f")
show("Phonon resistivity at T2", p2/NANO, "nohm m", ".4f")
show("Difference of the two", (p2 - p1)/NANO, "nohm m", ".4f")
show("Analytic phonon slope at 300 K", slope/NANO, "nohm m/K", ".5f")
show("rho_ph/T at 300 K", RHO_REF/TREF/NANO, "nohm m/K", ".5f")
show("Copper area", area*1e18, "nm2", ".1f")
show("Copper area", area*1e12, "um2", ".6f")
show("Area from slope at 300 K", area_slope*1e18, "nm2", ".1f")
show("Full trench area", TRENCH_W*TRENCH_H*1e18, "nm2", ".0f")
show("Trench area less liner", copper_nominal*1e18, "nm2", ".0f")
show("Constant resistivity rho_0", rho0/NANO, "nohm m", ".3f")
show("Constant resistivity rho_0", rho0*1e8, "uohm cm", ".4f")
show("Total resistivity at 300 K", total/NANO, "nohm m", ".3f")
show("Share of rho_0 at 300 K", 100*rho0/total, "%", ".1f")
show("Residual resistance L rho_0/A", R_zero, "ohm", ".1f")
show("Straight line extrapolated to 0 K", R_line_zero, "ohm", ".1f")
show("Phonon resistivity at 77 K", rho_ph(77.0)/NANO, "nohm m", ".3f")
show("Predicted resistance at 77 K", ideal(77.0), "ohm", ".1f")
show("Area if rho_ph taken as prop. to T", a_prop*1e18, "nm2", ".1f")
show("rho_0 if rho_ph taken as prop. to T", r_prop/NANO, "nohm m", ".3f")
show("Error gain of rho_0 over area", gain, "(no unit)", ".3f")
show_pair("Readings off by -0.1 and +0.1 ohm", rel(a_r, r_r))
show_pair("True interval 40.5 K, not 40 K", rel(a_t, r_t))
show_pair("Debye temperature 343 K", rel(a_d, r_d))
show_pair("Bulk phonon scale +2 %", rel(a_s, r_s))
show_pair("Area varying by +-20 % along line", rel(a_nu, r_nu))
print(f"Expansion of Cu, Si: {ALPHA_CU*1e6:.1f}, {ALPHA_SI*1e6:.1f} ppm/K;"
      f" Poisson ratio {POISSON:.2f}")
show_pair("Expansion, free line", free)
show_pair("Expansion, length held by silicon", held)
show("Liner resistivity", RHO_LINER/NANO, "nohm m", ".0f")
show("Liner resistance", R_liner/1e3, "kohm", ".1f")
show_pair("Liner conduction", liner)
print(f"Current {CURRENT*1e6:.0f} uA, oxide {OXIDE*1e9:.0f} nm,"
      f" {K_OXIDE:.1f} W/(m K)")
show("Current density", CURRENT/area*1e-10, "MA/cm2", ".3f")
show("Self-heating at 300 K", heating(TREF)*1e3, "mK", ".2f")
show_pair("Self-heating", heat)
show("Electron density", N_E, "1/m3", ".2e")
show("Resistivity times free path", rho_lambda*1e15, "fohm m2", ".4f")
show("Free path for rho_ph alone, 300 K", rho_lambda/RHO_REF*1e9, "nm", ".1f")
show("Wall spacing", d_wall*1e9, "nm", ".0f")
show("Thick-limit wall term", 3*rho_lambda/(8*d_wall)/NANO, "nohm m", ".3f")
show("Other constant part in wall model", back/NANO, "nohm m", ".3f")
show_pair("Full wall scattering, one wall pair", wall)
show("Grain parameter at 300 K", strength/RHO_REF, "(no unit)", ".3f")
show_pair("All excess from grain boundaries", grains)
print("all tests passed")
```

Printed output:

```
Length: 100 um
Readings: 1120 ohm at 280 K, 1200 ohm at 320 K
Resistance slope: 2.000 ohm/K
Debye temperature: 320 K
Phonon resistivity at 300 K: 17.000 nohm m
Bloch-Grueneisen constant C: 77.213 nohm m
Phonon resistivity at T1: 15.7224 nohm m
Phonon resistivity at T2: 18.2698 nohm m
Difference of the two: 2.5474 nohm m
Analytic phonon slope at 300 K: 0.06368 nohm m/K
rho_ph/T at 300 K: 0.05667 nohm m/K
Copper area: 3184.3 nm2
Copper area: 0.003184 um2
Area from slope at 300 K: 3183.8 nm2
Full trench area: 3608 nm2
Trench area less liner: 3200 nm2
Constant resistivity rho_0: 19.942 nohm m
Constant resistivity rho_0: 1.9942 uohm cm
Total resistivity at 300 K: 36.942 nohm m
Share of rho_0 at 300 K: 54.0 %
Residual resistance L rho_0/A: 626.3 ohm
Straight line extrapolated to 0 K: 560.0 ohm
Phonon resistivity at 77 K: 2.029 nohm m
Predicted resistance at 77 K: 690.0 ohm
Area if rho_ph taken as prop. to T: 2833.3 nm2
rho_0 if rho_ph taken as prop. to T: 15.867 nohm m
Error gain of rho_0 over area: 1.852 (no unit)
Readings off by -0.1 and +0.1 ohm: area -0.249 %, rho_0 -0.462 %
True interval 40.5 K, not 40 K: area +1.250 %, rho_0 +2.317 %
Debye temperature 343 K: area +1.600 %, rho_0 +2.965 %
Bulk phonon scale +2 %: area +2.000 %, rho_0 +2.000 %
Area varying by +-20 % along line: area -2.020 %, rho_0 +4.167 %
Expansion of Cu, Si: 17.0, 2.6 ppm/K; Poisson ratio 0.34
Expansion, free line: area +0.996 %, rho_0 +1.842 %
Expansion, length held by silicon: area +2.448 %, rho_0 +4.528 %
Liner resistivity: 2000 nohm m
Liner resistance: 490.2 kohm
Liner conduction: area +0.474 %, rho_0 +0.438 %
Current 10 uA, oxide 500 nm, 1.3 W/(m K)
Current density: 0.314 MA/cm2
Self-heating at 300 K: 10.14 mK
Self-heating: area -0.001 %, rho_0 +0.001 %
Electron density: 8.50e+28 1/m3
Resistivity times free path: 0.6574 fohm m2
Free path for rho_ph alone, 300 K: 38.7 nm
Wall spacing: 40 nm
Thick-limit wall term: 6.163 nohm m
Other constant part in wall model: 12.613 nohm m
Full wall scattering, one wall pair: area +2.227 %, rho_0 +4.127 %
Grain parameter at 300 K: 0.848 (no unit)
All excess from grain boundaries: area -2.662 %, rho_0 -4.936 %
all tests passed
```
